# How interlayer hopping turns a two-dimensional logarithm into a plateau

## What goes wrong without the result

The density of states of a square-lattice layer with nearest-neighbour hopping diverges logarithmically at the centre of its band. Used unchanged for a stack of such layers, weakly coupled by a hopping $t_z$ straight along the stacking axis, it gives an infinite value at an energy where the true one is finite, and on an energy grid the peak height then depends on how close a grid point falls to the singularity. That hopping removes the divergence. A scaling estimate of what remains, in units of $1/(2\pi^2t)$ a height "$\ln(t/t_z)$", has the right trend but is not a usable number: with in-plane hopping $t=0.5$ eV and $t_z=0.02$ eV it gives 0.326 states/eV, whereas the density is 0.607 states/eV. The missing part is a constant, $\ln 16$, which the derivation below supplies together with the shape of the edges.

## Model and result

The model has one orbital per site on a simple tetragonal lattice, without interactions or disorder. With wavevectors in units of the inverse lattice constants,

$$\varepsilon(\mathbf k)=-2t(\cos k_x+\cos k_y)-2t_z\cos k_z,\qquad 0<t_z<t .$$

The density of states is counted per site and per spin,

$$g_3(E)=\int\frac{d^3k}{(2\pi)^3}\,\delta\big(E-\varepsilon(\mathbf k)\big),$$

with each $k_i$ running over one period $2\pi$. A spin-degenerate total needs a further factor 2. A negative $t_z$ gives the same $g_3$, because the shift $k_z\to k_z+\pi$ reverses its sign; replace $t_z$ by $|t_z|$ in what follows.

For $t_z\ll t$ and $|E|\ll t$, with $\Lambda=\ln(16t/t_z)$, the result is

$$g_3(E)\simeq\frac{1}{2\pi^2t}\begin{cases}\Lambda, & |E|\le 2t_z,\\[2pt] \Lambda-\operatorname{arccosh}\dfrac{|E|}{2t_z}, & |E|\ge 2t_z.\end{cases}\tag{1}$$

This is a plateau of width $4t_z$ that ends in square-root kinks.

## The density of one layer

Set $k_x=p+q$ and $k_y=p-q$. Then $\cos k_x+\cos k_y=2\cos p\cos q$, and the in-plane energy is $-4t\cos p\cos q$. When $p$ and $q$ each run over a full period, the point $(k_x,k_y)$ covers its zone twice, uniformly. An average over $k_x,k_y$ therefore equals an average over independent $p,q$.

At fixed $p$ the energy is a cosine in $q$ of amplitude $C=4t|\cos p|$. A cosine takes the value $E$ at two points per period, each with slope $C|\sin q|=\sqrt{C^2-E^2}$, so its density is

$$\frac{1}{2\pi}\,\frac{2}{\sqrt{C^2-E^2}}=\frac{1}{\pi\sqrt{C^2-E^2}},\qquad |E|<C. \tag{2}$$

This is the arcsine density. The average over $p$ is $(2/\pi)\int_0^{\pi/2}dp$ by symmetry, restricted to $C>|E|$. With

$$k'=\frac{|E|}{4t},\qquad k^2=1-k'^2,$$

we have $C^2-E^2=16t^2(k^2-\sin^2p)$ and

$$g_2(E)=\frac{2}{\pi^2}\,\frac{1}{4t}\int_0^{\arcsin k}\frac{dp}{\sqrt{k^2-\sin^2p}} .$$

Substitute $\sin p=k\sin\phi$. The root becomes $k\cos\phi$, and $dp=k\cos\phi\,d\phi/\sqrt{1-k^2\sin^2\phi}$. Hence

$$g_2(E)=\frac{K(k)}{2\pi^2t},\qquad K(k)=\int_0^{\pi/2}\frac{d\phi}{\sqrt{1-k^2\sin^2\phi}} . \tag{3}$$

## The logarithm and its constant

Near $E=0$ the complementary modulus $k'$ is small. Since $1-k^2\sin^2\phi=\cos^2\phi+k'^2\sin^2\phi$, the substitution $x=\tan\phi$ gives

$$K=\int_0^\infty\frac{dx}{\sqrt{(1+x^2)(1+k'^2x^2)}} .$$

The map $x\to1/(k'x)$ leaves this integrand and measure unchanged and exchanges the ranges below and above $X=k'^{-1/2}$. So $K$ is twice the integral from 0 to $X$. On that range $k'^2x^2\le k'$ is small, and the second root can be expanded:

$$(1+k'^2x^2)^{-1/2}=1-\tfrac12k'^2x^2+\tfrac38k'^4x^4-\dots$$

Write $L=\ln(4/k')=2\ln(2X)$. Up to order $k'^2$ the three terms, including the factor 2, are

$$2\operatorname{arsinh}X=L+\frac{k'}{2}-\frac{3k'^2}{16},$$

$$-k'^2\int_0^X\!\frac{x^2dx}{\sqrt{1+x^2}}=-\frac{k'^2}{2}\Big[X\sqrt{1+X^2}-\operatorname{arsinh}X\Big]=-\frac{k'}{2}-\frac{k'^2}{4}+\frac{k'^2L}{4},$$

$$\frac{3k'^4}{4}\int_0^X\!\frac{x^4dx}{\sqrt{1+x^2}}=\frac{3k'^4}{4}\,\frac{X^4}{4}=\frac{3k'^2}{16}.$$

The $n$-th term of the expansion is of order $k'^{2n}X^{2n}=k'^n$, so those from $n=3$ on do not contribute at this order. The terms linear in $k'$ cancel, as they must, because the splitting point has no physical meaning. The sum is

$$K=L+\frac{k'^2}{4}(L-1)+\dots,\qquad L=\ln\frac{16t}{|E|}. \tag{4}$$

The 16 is the product of the 4 in $\ln(4/k')$ and the 4 in the half-bandwidth $4t$.

## Convolution with the interlayer band

The energy is a sum of an in-plane part and a part $u=-2t_z\cos k_z$ that depends on $k_z$ alone. By (2), $u$ has the arcsine density with amplitude $2t_z$. Within the model, therefore,

$$g_3(E)=\int_{-2t_z}^{2t_z}\frac{g_2(E-u)}{\pi\sqrt{4t_z^2-u^2}}\,du=\frac1\pi\int_0^\pi g_2(E-2t_z\cos\theta)\,d\theta . \tag{5}$$

Denote this average over $\theta$ by $\langle\cdot\rangle$. If $|E|+2t_z\ll4t$, the first term of (4) holds throughout the average, and

$$g_3(E)\simeq\frac{1}{2\pi^2t}\Big[\ln(16t)-\langle\ln|E-u|\rangle\Big]. \tag{6}$$

The energies in the two logarithms must be in the same unit, which then drops out.

### Inside: why the average is constant

For $|E|\le2t_z$ set $E=2t_z\cos\varphi$. With $u=2t_z\cos\theta$, the difference of cosines factorizes:

$$|E-u|=t_z\left|2\sin\frac{\theta+\varphi}{2}\right|\left|2\sin\frac{\theta-\varphi}{2}\right| . \tag{7}$$

The integrand $\ln|E-u|$ is even in $\theta$, so the average may be taken over the full period $-\pi<\theta<\pi$. There $\varphi$ is a mere shift of the origin in each factor and drops out of the average. What remains is the mean of $\ln|2\sin(\theta/2)|$, proportional to $J=\int_0^\pi\ln(2\sin y)\,dy$. Put $y=2z$ and use $2\sin2z=(2\sin z)(2\cos z)$:

$$J=2\int_0^{\pi/2}\big[\ln(2\sin z)+\ln(2\cos z)\big]dz=2\left(\frac J2+\frac J2\right)=2J .$$

The integral is finite, so $J=0$. Therefore

$$\langle\ln|E-u|\rangle=\ln t_z\qquad(|E|\le2t_z), \tag{8}$$

independent of $E$. Inserted in (6), this is the plateau.

Two effects balance here. Moving $E$ from the centre towards an edge takes it further from the opposite end of the interlayer band, which lowers the average of $g_2$. But it also brings $E$ to where the arcsine density is larger, which raises it. For a pure logarithm the two cancel.

Equation (8) also gives a convenient reading of the height: the plateau equals the layer's own logarithm evaluated at $|E|=t_z$. Halving $t_z$ raises it by $\ln2/(2\pi^2t)$, whatever the starting value, as long as $t_z\ll t$.

### Outside: the wings

Both $g_2$ and the arcsine density are even, so $E>0$ suffices. For $E>2t_z$ write $E=t_z(r+1/r)$ with $r>1$. Then

$$|r-e^{i\theta}|^2=r^2+1-2r\cos\theta=\frac{r}{t_z}(E-u),\qquad E-u=\frac{t_z}{r}|r-e^{i\theta}|^2 .$$

The mean of $\ln|r-e^{i\theta}|$ follows from

$$\ln|r-e^{i\theta}|=\ln r-\operatorname{Re}\sum_{n\ge1}\frac{e^{in\theta}}{n\,r^n},$$

in which each term of the sum averages to zero. The mean is $\ln r$, and

$$\langle\ln|E-u|\rangle=\ln t_z-\ln r+2\ln r=\ln t_z+\ln r .$$

With $r=e^\eta$, the definition of $r$ reads $E=2t_z\cosh\eta$, so $\ln r=\operatorname{arccosh}(E/2t_z)$. This is the second line of (1).

Far from the plateau, $2t_z\ll|E|\ll t$, the same average is

$$\ln\frac{|E|+\sqrt{E^2-4t_z^2}}{2}\simeq\ln|E|-\frac{t_z^2}{E^2},$$

so that

$$g_3(E)\simeq g_2(E)+\frac{1}{2\pi^2t}\,\frac{t_z^2}{E^2}. \tag{9}$$

The layer density returns, slightly enhanced. At leading logarithmic order $g_3$ lies below $g_2$ for $|E|<t_z$ and above it for $|E|>t_z$: the coupling takes states from the peak and puts them on its flanks.

## The kinks and their critical points

Let $\delta=|E|-2t_z$ be a small positive distance outside an edge. Since $\operatorname{arccosh}(1+s)=\sqrt{2s}\,(1-s/12+\dots)$ and $s=\delta/2t_z$,

$$g_3(2t_z)-g_3(2t_z+\delta)\simeq\frac{1}{2\pi^2t}\sqrt{\frac{\delta}{t_z}}\left(1-\frac{\delta}{24t_z}\right). \tag{10}$$

The slope diverges as $\delta\to0$ from outside. On the inner side it stays finite.

The kinks belong to saddle points of the three-dimensional band. Near $(\pi,0,0)$, with $\mathbf q$ the displacement from it,

$$\varepsilon\simeq-2t_z-tq_x^2+tq_y^2+t_zq_z^2 .$$

One curvature is negative, which defines a critical point of type M1. Near $(\pi,0,\pi)$ the last term changes sign, the energy is $+2t_z$, and two curvatures are negative: type M2. The points $(0,\pi,0)$ and $(0,\pi,\pi)$ are their partners with $x$ and $y$ exchanged, so each edge has two saddles.

The strength of the kink follows from counting states near one M1 saddle. Write $\varepsilon-E_c=aq_1^2+bq_2^2-cq_3^2$ with positive $a,b,c$, and rescale each component by the root of its coefficient. The volume element acquires a factor $1/\sqrt{abc}$, and the energy $e=\varepsilon-E_c$ becomes $\rho^2-Y^2$, where $\rho$ is the radius in the plane of the two positive directions. At fixed $Y$ the states below $e$ fill a disc of area $\pi(e+Y^2)$, if that is positive. Its derivative with respect to $e$ is $\pi$ for $Y^2>-e$ and zero otherwise. With a cutoff $|Y|<Y_0$,

$$g_{\rm saddle}(e)=\frac{\pi}{8\pi^3\sqrt{abc}}\int_{|Y|<Y_0,\;Y^2>-e}\!\!dY=\frac{Y_0-\sqrt{\max(-e,0)}}{4\pi^2\sqrt{abc}} . \tag{11}$$

The cutoff enters in the smooth background alone. Below an M1 energy by $\delta$ the density has dropped by $\sqrt\delta/(4\pi^2\sqrt{abc})$; above it there is no singular term. Reversing the energy axis turns M1 into M2, whose drop is on the upper side. Two saddles with $\sqrt{abc}=t\sqrt{t_z}$ give

$$2\,\frac{\sqrt\delta}{4\pi^2\,t\sqrt{t_z}}=\frac{1}{2\pi^2t}\sqrt{\frac{\delta}{t_z}},$$

in agreement with (10).

This second road did not use $t_z\ll t$. It needs $\delta$ small enough for the quadratic form to hold, and no other critical point at the same energy. The remaining critical points lie at $\pm4t\pm2t_z$, and the nearest of them reaches the plateau edge when $4t-2t_z=2t_z$, that is, at $t_z=t$. So the positions $\pm2t_z$ and the leading kink coefficient hold for all $0<t_z<t$, while the plateau height in (1) is a small-$t_z$ result. Numerically, the drop from the full convolution (5) agrees with the saddle formula within 0.3% at both $t_z/t=0.04$ and $0.5$, for $\delta=10^{-4}t_z$.

## How flat the plateau is

The second term of (4) bends the plateau. Its contribution to $2\pi^2t\,g_3$ is

$$\Delta=\frac{1}{64t^2}\Big\langle(E-u)^2\big[\ln(16t)-1-\ln|E-u|\big]\Big\rangle .$$

Put $x=E/2t_z=\cos\varphi$ and $y=u/2t_z=\cos\theta$. First, $\langle(x-y)^2\rangle=x^2+\tfrac12$. For the logarithm, use (7) with the Fourier series $\ln|2\sin(\alpha/2)|=-\sum_{n\ge1}\cos(n\alpha)/n$, which is the real part of $\ln(1-e^{i\alpha})$. Adding the series for $\alpha=\theta+\varphi$ and $\alpha=\theta-\varphi$ gives

$$\ln|E-u|=\ln t_z-\sum_{n\ge1}\frac2n\cos n\theta\cos n\varphi .$$

The weight is $(x-y)^2=x^2+\tfrac12-2x\cos\theta+\tfrac12\cos2\theta$. Its average with $\cos\theta$ is $-x$, with $\cos2\theta$ it is $\tfrac14$, and with higher harmonics it vanishes. Using $\cos2\varphi=2x^2-1$,

$$\big\langle(x-y)^2\ln|E-u|\big\rangle=\left(x^2+\tfrac12\right)\ln t_z+2x^2-\tfrac14(2x^2-1)=\left(x^2+\tfrac12\right)\ln t_z+\tfrac32x^2+\tfrac14 .$$

Since $(E-u)^2=4t_z^2(x-y)^2$, the prefactor becomes $t_z^2/16t^2$, and collecting terms gives, for $|x|\le1$,

$$2\pi^2t\,g_3=\Lambda+\frac{t_z^2}{16t^2}\left[\frac\Lambda2-\frac34+x^2\left(\Lambda-\frac52\right)\right]+\dots \tag{12}$$

The plateau is a shallow bowl, with edges above the centre when $\Lambda>5/2$. In terms of the hoppings this is $t_z<16e^{-5/2}t\approx1.3\,t$, so at this order it holds throughout $t_z<t$.

## Worked numbers

Take the round model values $t=0.5$ eV and $t_z=0.02$ eV. The plateau runs from $-0.040$ to $0.040$ eV. Its height has

$$\Lambda=\ln\frac{16\times0.5}{0.02}=\ln400=5.9915,\qquad\frac{1}{2\pi^2t}=0.10132\ \text{states/eV},$$

and the product is 0.6071 states/eV. Of $\Lambda$, the hopping ratio supplies $\ln25=3.2189$ and the constant $\ln16=2.7726$. Dropping the constant loses 46% of the height.

For the bowl, $t_z^2/16t^2=10^{-4}$, so (12) puts the edge above the centre by $10^{-4}\times(5.9915-2.5)=3.49\times10^{-4}$ in units of $1/(2\pi^2t)$. The full convolution gives $3.495\times10^{-4}$, or 0.006% of the height. For these parameters the plateau may be treated as flat.

At $E=0.060$ eV the ratio $|E|/2t_z$ is 1.5 and $\operatorname{arccosh}1.5=0.9624$, hence

$$g_3\simeq0.10132\times(5.9915-0.9624)=0.50955\ \text{states/eV},$$

against 0.50965 from (5). One meV outside the edge, the square-root law without its correction predicts a drop of $0.10132\sqrt{0.001/0.02}=0.0227$ states/eV; the full value is 0.0226. Thus a step of 1 meV, one eightieth of the plateau width, already costs nearly 4% of the height.

Some values of the three densities, in states/eV, are:

| $E$ (eV) | $g_2$ | $g_3$, from (5) | $g_3$, from (1) |
|---:|---:|---:|---:|
| 0 | infinite | 0.6071 | 0.6071 |
| 0.020 | 0.6071 | 0.6071 | 0.6071 |
| 0.040 | 0.5369 | 0.6071 | 0.6071 |
| 0.080 | 0.4667 | 0.4738 | 0.4736 |
| 0.160 | 0.3968 | 0.3985 | 0.3980 |

The second row shows the layer density crossing the plateau at $|E|=t_z$. At the edge the coupled system exceeds the layer by 0.070 states/eV, which is $\ln2/(2\pi^2t)$, as (1) and (4) require. At 0.160 eV the enhancement is 0.0016 states/eV, which (9) also gives: $0.10132\times(0.02/0.16)^2=0.0016$. There (1) is 0.12% below the full convolution, because it omits the second term of (4).

An independent check counts the band energies on a mesh of $2000\times2311\times4000$ wavevectors in one octant of the zone. In five energy windows, inside and outside the plateau and on both sides of $E=0$, the mean density agrees with (5) within the tested tolerance of 0.3%. The window means are in the numerical output.

## Larger interlayer hopping

The central value of $2\pi^2t\,g_3$ shows how far each approximation carries:

| $t_z/t$ | from (5) | from (12) | $\ln(16t/t_z)$ | $\ln(t/t_z)$ |
|---:|---:|---:|---:|---:|
| 0.01 | 7.378 | 7.378 | 7.378 | 4.605 |
| 0.10 | 5.076 | 5.076 | 5.075 | 2.303 |
| 0.30 | 3.984 | 3.984 | 3.977 | 1.204 |
| 1.00 | 2.816 | 2.812 | 2.773 | 0 |

The bare logarithm is 38% too low even at $t_z/t=0.01$, and it vanishes for the isotropic cubic band, whose density at the centre is finite. With the constant included, the central height is 1.6% low at $t_z=t$, and (12) reduces the error to 0.14%. This accuracy is a property of the centre of the band. It does not extend to the wings, where $|E|+2t_z$ becomes comparable with $4t$ and (1) fails.

## Implementation and conditions

Equation (1) needs one branch: evaluate $\operatorname{arccosh}[\max(1,|E|/2t_z)]$ and subtract it from $\Lambda$. Place grid points at $\pm2t_z$ and refine outside them, since interpolation across a kink smears the square root. When (1) is not accurate enough, integrate (5) with these precautions.

- Library routines for $K$ differ in their argument: some take $k$, others $k^2$. Near $E=0$ use a routine that accepts the complement $k'^2=(E/4t)^2$, because forming $1-k'^2$ in floating point loses the small number that fixes the logarithm.
- For $|E|<2t_z$ split the integral at $\theta=\arccos(|E|/2t_z)$, where the integrand has its logarithmic singularity.
- Evaluate the argument as $|E|-2t_z\cos\theta=(|E|-2t_z)+4t_z\sin^2(\theta/2)$, which avoids cancellation near an edge.
- Set $g_2=0$ where its argument exceeds $4t$ in magnitude.

The convolution rests on the energy being a sum of an in-plane part and a $k_z$ part. If the interlayer hopping depends on $k_x$ and $k_y$, (5) no longer holds, and a plateau need not exist. Hopping $t_d$ to the diagonal neighbours in the next layer alone gives $\varepsilon=-2(t+2t_d\cos k_z)(\cos k_x+\cos k_y)$; every $k_z$ slice is then singular at $E=0$, and the logarithmic divergence survives. The position $E=0$, the prefactor, the constant 16 and the flatness belong to a layer with nearest-neighbour hopping only. An in-plane term $-4t'\cos k_x\cos k_y$ keeps the convolution, with that layer's $g_2$, but moves the saddle to $E=4t'$, away from the band centre. For $t'=-0.3t$ and $t_z=0.04t$ the height there is about 7.2 instead of 5.99 in units of $1/(2\pi^2t)$, and the plateau tilts, from about 7.27 at $0.055t$ below the saddle energy to 7.15 at $0.055t$ above it. Thermal broadening, or lifetime broadening with a width that is the same for all states, is a further convolution in energy. It rounds the kinks, and once its width is comparable with $4t_z$ the plateau can no longer be resolved as a separate feature.

## Table of computed values

```
in-plane hopping t = 0.500 eV
interlayer hopping tz = 0.020 eV
plateau edges = -0.040 and 0.040 eV
plateau width 4 tz = 0.080 eV
ln(16 t/tz) = 5.9915
ln(t/tz) = 3.2189, ln 16 = 2.7726
prefactor 1/(2 pi^2 t) = 0.10132 states/eV
plateau height, leading formula = 0.60706 states/eV
height from ln(t/tz) alone = 0.32614 states/eV
g3 at centre, full convolution = 0.60709 states/eV
g3 at edge, full convolution = 0.60712 states/eV
reduced edge minus centre: full 3.495e-04, derived 3.491e-04
relative bowl depth = 0.0058 percent
drop 0.001 eV outside edge: full 0.02261, root law 0.02266 states/eV
saddles: kz/pi, energy (eV), number of negative curvatures
  0  -0.040  1
  1  +0.040  2
E (eV): g2, g3 full, g3 leading (states/eV)
  0.000: infinite, 0.60709, 0.60706
  0.010: 0.67730, 0.60709, 0.60706
  0.020: 0.60707, 0.60709, 0.60706
  0.040: 0.53688, 0.60712, 0.60706
  0.045: 0.52495, 0.55698, 0.55692
  0.060: 0.49584, 0.50965, 0.50955
  0.080: 0.46675, 0.47378, 0.47363
  0.160: 0.39684, 0.39847, 0.39799
k mesh in one octant: 2000 x 2311 x 4000 points
layer mean g2, -0.1 to 0.1 eV: counted 0.5454, formula 0.5454 states/eV
window (eV): mean g3 counted, convolution (states/eV)
  -0.060 to -0.042: 0.5362, 0.5362
  -0.010 to +0.010: 0.6071, 0.6071
  +0.020 to +0.038: 0.6071, 0.6071
  +0.042 to +0.060: 0.5362, 0.5362
  +0.080 to +0.100: 0.4606, 0.4606
tz/t: reduced g3(0) full, with bowl term, ln(16t/tz), ln(t/tz)
  0.01: 7.3778, 7.3778, 7.3778, 4.6052
  0.04: 5.9917, 5.9917, 5.9915, 3.2189
  0.10: 5.0763, 5.0763, 5.0752, 2.3026
  0.30: 3.9836, 3.9835, 3.9766, 1.2040
  1.00: 2.8163, 2.8124, 2.7726, 0.0000
```
